# Elastic stability conditions for hexagonal, tetragonal and rhombohedral crystals

## Elastic stability in the uniaxial Laue classes

Take a rhombohedral crystal with the elastic constants $C_{11}=120$, $C_{12}=40$, $C_{13}=30$, $C_{33}=100$ and $C_{44}=30$ GPa, round values chosen for a model. If $C_{14}=32$ GPa is added, every small homogeneous strain still costs energy: the softest one has a modulus of $5.22$ GPa. If $C_{15}=24$ GPa is added instead, the softest modulus is $20.97$ GPa. With both constants present, it is $-10.62$ GPa, and the crystal lowers its energy by deforming. Two couplings that are harmless singly make the crystal elastically unstable together, although all diagonal elements of the elastic matrix are positive. The explanation lies in the way symmetry divides the six strain components into small independent groups.

### Energy and the meaning of stability

Let $\varepsilon_{ij}$ be the symmetric tensor of a small homogeneous strain. A pure rotation of the crystal costs nothing and is left out. The reference state carries no stress, so the energy has no term linear in strain. To second order, the energy per unit reference volume is

$$U=\tfrac12\sum_{i,j=1}^{6}C_{ij}\,\eta_i\eta_j,\qquad \eta=(\varepsilon_{11},\varepsilon_{22},\varepsilon_{33},2\varepsilon_{23},2\varepsilon_{13},2\varepsilon_{12}).\tag{1}$$

The factors 2 in the shear components are part of the definition adopted here for $C_{ij}=C_{ji}$. The crystal is called elastically stable if $U>0$ for every nonzero strain. The $z$ axis is laid along the main rotation axis.

The following coordinates suit that axis:

$$a_1=\frac{\varepsilon_{11}+\varepsilon_{22}}{\sqrt2},\quad a_2=\varepsilon_{33},\quad \beta=b_1+ib_2=\frac{\varepsilon_{11}-\varepsilon_{22}}{\sqrt2}+i\sqrt2\,\varepsilon_{12},\quad \gamma=c_5+ic_4=\sqrt2(\varepsilon_{13}+i\varepsilon_{23}).\tag{2}$$

Here $\beta$ describes shear within the basal plane, and $\gamma$ describes shear that tilts the main axis against that plane. Since $a_1^2+b_1^2=\varepsilon_{11}^2+\varepsilon_{22}^2$, while each off-diagonal component occurs twice in the tensor norm,

$$\sum_{ij}\varepsilon_{ij}^2=a_1^2+a_2^2+|\beta|^2+|\gamma|^2.\tag{3}$$

The change of coordinates is invertible, so $U$ is positive for all nonzero strains in one set exactly when it is in the other. Because of (3), the eigenvalues of the quadratic form $2U$ in the new coordinates are moduli for strains of unit tensor norm. A strain of norm $\epsilon$ along an eigenvector of modulus $\lambda$ has $U=\tfrac12\lambda\epsilon^2$.

### What the rotation axis allows

When the axes are turned by $\varphi$ about $z$, the coordinates of a point obey $x'+iy'=e^{-i\varphi}(x+iy)$ and $z'=z$. Strain components transform like products of two coordinates. The combination $\beta$ transforms like $(x+iy)^2$, $\gamma$ like $(x+iy)z$, $a_1$ like $|x+iy|^2$ and $a_2$ like $z^2$. Therefore

$$\beta'=e^{-2i\varphi}\beta,\qquad \gamma'=e^{-i\varphi}\gamma,\qquad a_1'=a_1,\quad a_2'=a_2.\tag{4}$$

A twofold rotation about $x$ reverses $y$ and $z$, which gives

$$\beta\to\beta^*,\qquad \gamma\to-\gamma^*.\tag{5}$$

Inversion leaves every product of two coordinates unchanged. A mirror plane is inversion combined with a twofold rotation, so it adds nothing to the corresponding rotation.

Each quadratic product of the coordinates acquires a phase $e^{-im\varphi}$. By (4), the integer $m$ is, up to sign,

- $m=0$ for $a_1^2$, $a_1a_2$, $a_2^2$, $|\beta|^2$ and $|\gamma|^2$;
- $m=1$ for $a_k\gamma$ and $\beta\gamma^*$;
- $m=2$ for $a_k\beta$ and $\gamma^2$;
- $m=3$ for $\beta\gamma$;
- $m=4$ for $\beta^2$.

The products are linearly independent, so each must be invariant by itself. An $n$-fold axis has $\varphi=2\pi/n$ and permits a product only if $m$ is a multiple of $n$. All the axes considered here permit $m=0$. A threefold axis also permits $\beta\gamma$, and a fourfold axis also permits $\beta^2$. A sixfold axis permits no further product.

The five terms with $m=0$ have real coefficients. An additional complex product brings two real constants, one for its real and one for its imaginary part:

$$\beta^2=(b_1^2-b_2^2)+2ib_1b_2,\qquad \beta\gamma=(b_1c_5-b_2c_4)+i(b_1c_4+b_2c_5).\tag{6}$$

If there is a twofold axis along $x$, (5) sends $\beta^2$ to its conjugate and $\beta\gamma$ to minus its conjugate. Then $b_1b_2$ is forbidden in the tetragonal case, and $b_1c_5-b_2c_4$ in the rhombohedral case. The numbers of elastic constants are

- 5 for both hexagonal classes, $6/m$ and $6/mmm$;
- 6 for tetragonal I, $4/mmm$, and 7 for tetragonal II, $4/m$;
- 6 for rhombohedral I, $\bar3m$, and 7 for rhombohedral II, $\bar3$.

### From invariants to elastic constants

It remains to express the coefficients through $C_{ij}$. Inverting (2) gives

$$\eta_1=\frac{a_1+b_1}{\sqrt2},\quad \eta_2=\frac{a_1-b_1}{\sqrt2},\quad \eta_3=a_2,\quad (\eta_4,\eta_5,\eta_6)=\sqrt2\,(c_4,c_5,b_2).\tag{7}$$

Insert this in (1). The absence of products $a_kb_1$ requires $C_{22}=C_{11}$ and $C_{23}=C_{13}$. The absence of $a_kb_2$, $a_kc_4$ and $a_kc_5$ requires $C_{26}=-C_{16}$, $C_{24}=-C_{14}$, $C_{25}=-C_{15}$ and $C_{36}=C_{34}=C_{35}=0$. The absence of $\gamma^2$ leaves $c_4^2$ and $c_5^2$ with equal weights and no cross term, so $C_{55}=C_{44}$ and $C_{45}=0$.

Define

$$s=C_{11}+C_{12},\qquad D=C_{11}-C_{12}.\tag{8}$$

For $b_1=0$, the terms in $\eta_1$ and $\eta_2$ give $\tfrac12(2C_{11}+2C_{12})a_1^2/2=\tfrac12sa_1^2$. The coupling to $\eta_3$ gives $C_{13}(\eta_1+\eta_2)\eta_3=\sqrt2\,C_{13}a_1a_2$. Thus, in every class,

$$U_A=\tfrac12\left(s\,a_1^2+2\sqrt2\,C_{13}a_1a_2+C_{33}a_2^2\right).\tag{9}$$

For the shears, $\eta_1=-\eta_2=b_1/\sqrt2$ gives $\tfrac12Db_1^2$, and $\eta_6=\sqrt2b_2$ gives $C_{66}b_2^2$. The mixed term is $C_{16}(\eta_1-\eta_2)\eta_6=2C_{16}b_1b_2$. In the tetragonal classes, where $\beta$ and $\gamma$ do not mix,

$$U_T=\tfrac12\left(D\,b_1^2+4C_{16}b_1b_2+2C_{66}b_2^2\right)+C_{44}|\gamma|^2.\tag{10}$$

In the rhombohedral classes $\beta^2$ is absent. The weights of $b_1^2$ and $b_2^2$ are then equal, so $C_{66}=D/2$ and $C_{16}=0$. The couplings read off from (1) are $2C_{14}b_1c_4+2C_{15}b_1c_5+2C_{46}b_2c_4+2C_{56}b_2c_5$. Comparison with the combinations in (6) shows that $C_{56}=C_{14}$ and $C_{46}=-C_{15}$. Hence

$$U_R=\tfrac12D|\beta|^2+C_{44}|\gamma|^2+2C_{14}(b_1c_4+b_2c_5)+2C_{15}(b_1c_5-b_2c_4).\tag{11}$$

The hexagonal energy is (11) with $C_{14}=C_{15}=0$. The total energy is $U_A+U_T$ or $U_A+U_R$. The two parts share no coordinate, so each must be positive separately.

### The two-by-two blocks

All remaining work rests on one completed square. For $p\neq0$,

$$\tfrac12(pu^2+2quv+wv^2)=\frac p2\left(u+\frac{q}{p}v\right)^2+\frac12\left(w-\frac{q^2}{p}\right)v^2.\tag{12}$$

If the form is positive, setting $v=0$ gives $p>0$, and setting $u=-qv/p$ with $v\ne0$ gives $pw>q^2$. Conversely, these two inequalities make both squares in (12) count positively, and the squares vanish together only at $u=v=0$. The conditions are therefore necessary and sufficient. The eigenvalues of the block are

$$\lambda_\pm=\frac{p+w}{2}\pm\sqrt{\left(\frac{p-w}{2}\right)^2+q^2}.\tag{13}$$

For (9), $p=s$, $w=C_{33}$ and $q=\sqrt2\,C_{13}$, so

$$s>0,\qquad sC_{33}>2C_{13}^2.\tag{14}$$

This block contains all changes of volume and of axial ratio that keep the basal plane isotropic. If (14) fails, the instability can develop without lowering the rotational symmetry.

For the tetragonal in-plane shears in (10), $p=D$, $w=2C_{66}$ and $q=2C_{16}$. The condition $2DC_{66}>4C_{16}^2$ becomes

$$D>0,\qquad DC_{66}>2C_{16}^2,\qquad C_{44}>0.\tag{15}$$

The last inequality comes from the two separate coordinates $c_4$ and $c_5$, each with modulus $2C_{44}$. In tetragonal I, $C_{16}=0$ and the middle inequality reduces to $C_{66}>0$.

The rhombohedral shears in (11) involve four coordinates, but a rotation separates them. Write $C_{14}=r\cos\theta$ and $C_{15}=r\sin\theta$, with $r^2=C_{14}^2+C_{15}^2$, and let

$$d_1=c_4\cos\theta+c_5\sin\theta,\qquad d_2=-c_4\sin\theta+c_5\cos\theta.\tag{16}$$

Then $d_1^2+d_2^2=|\gamma|^2$. Collecting the factors of $b_1$ in (11) gives $2(C_{14}c_4+C_{15}c_5)=2rd_1$. The factors of $b_2$ give $2(C_{14}c_5-C_{15}c_4)=2rd_2$. Consequently,

$$U_R=\sum_{k=1}^{2}\tfrac12\left(D\,b_k^2+4r\,b_kd_k+2C_{44}d_k^2\right).\tag{17}$$

These are two equal blocks with $p=D$, $w=2C_{44}$ and $q=2r$. The criterion is

$$D>0,\qquad DC_{44}>2(C_{14}^2+C_{15}^2).\tag{18}$$

Only the length $r$ of the pair $(C_{14},C_{15})$ enters. This is why each constant can be admissible alone while the pair is not.

### The complete conditions

Every class requires $s>0$, $sC_{33}>2C_{13}^2$ and $D>0$. The first and third together say $C_{11}>|C_{12}|$. The further requirements are

- hexagonal, both classes: $C_{44}>0$;
- tetragonal I: $C_{44}>0$ and $C_{66}>0$;
- tetragonal II: $C_{44}>0$ and $DC_{66}>2C_{16}^2$;
- rhombohedral I: $DC_{44}>2C_{14}^2$;
- rhombohedral II: $DC_{44}>2(C_{14}^2+C_{15}^2)$.

Some further inequalities are consequences. The first two conditions imply $C_{33}>0$. Likewise $C_{66}>0$ follows in tetragonal II, and $C_{44}>0$ in the rhombohedral classes.

None of the listed inequalities can be omitted. If $s$ and $C_{33}$ are both negative and $C_{13}=0$, the product condition in (14) holds while $s>0$ fails. The same happens to $D>0$ when $D$ and $C_{66}$ are negative in tetragonal II with $C_{16}=0$, or when $D$ and $C_{44}$ are negative in a rhombohedral class with $r=0$. In the hexagonal and tetragonal I classes, $D$ can be made negative while the other listed quantities stay positive. A product condition fails alone if its off-diagonal constant is made large enough, and $C_{44}$ or $C_{66}$, where listed by itself, can be made negative independently.

### Relaxed shear and two limits

The coupling $r$ has a direct mechanical meaning. Let $D>0$, impose $\gamma$, and let $\beta$ adjust freely. Applying (12) to (17) gives $b_k=-2rd_k/D$ and the remaining energy

$$U_{\min}=\left(C_{44}-\frac{2r^2}{D}\right)|\gamma|^2.\tag{19}$$

If only the stress conjugate to $\eta_4$ is nonzero, the energy is stationary in all other strain coordinates. The coordinates $a_1$, $a_2$ do not couple to the shears and stay zero, $\beta$ takes the value just found, and since (19) depends only on $|\gamma|^2=c_4^2+c_5^2$, stationarity in $c_5$ gives $\varepsilon_{13}=0$. For this shear with $\varepsilon_{23}$ alone imposed, $|\gamma|^2=2\varepsilon_{23}^2=\eta_4^2/2$. The modulus that relates the stress to $\eta_4$ when the other stress components vanish is thus

$$\frac1{S_{44}}=C_{44}-\frac{2r^2}{D},\tag{20}$$

where $S$ is the inverse of the matrix $C$. The in-plane strain accommodates part of the imposed tilt and softens it. Stability is lost when this accommodation cancels the whole of $C_{44}$.

The lower eigenvalue of a block in (17) behaves differently in two regimes. For $D>2C_{44}$ and $4r\ll D-2C_{44}$, expansion of the root in (13) gives

$$\lambda_-\simeq2C_{44}-\frac{4r^2}{D-2C_{44}},\tag{21}$$

so a weak coupling acts in second order. Near the stability limit, use $\lambda_-\lambda_+=2DC_{44}-4r^2$ and $\lambda_-+\lambda_+=D+2C_{44}$. There $\lambda_-$ is small, $\lambda_+$ is close to the sum, and

$$\lambda_-\simeq\frac{2(DC_{44}-2r^2)}{D+2C_{44}}.\tag{22}$$

The soft modulus passes through zero linearly in the stability margin $DC_{44}-2r^2$.

### Dependence on the choice of axes

Stability cannot depend on how the $x$ axis is placed, although individual constants do. Turn the axes by $\varphi$, so that $\beta=e^{2i\varphi}\beta'$ and $\gamma=e^{i\varphi}\gamma'$. By (6), the coupling in (11) is $2\,\mathrm{Re}[(C_{15}-iC_{14})\beta\gamma]$. Its coefficient is therefore multiplied by $e^{3i\varphi}$. Multiplying that coefficient by $i$ yields

$$C_{14}'+iC_{15}'=(C_{14}+iC_{15})e^{3i\varphi}.\tag{23}$$

The length $r$ is unchanged, and $\varphi=-\theta/3$ removes $C_{15}$. A turn by $60^\circ$ reverses the signs of both constants, so their common sign has no bearing on stability; by (18) neither sign separately has any. A turn by $90^\circ$ converts a pure $C_{14}$ into a pure $C_{15}$. If the twofold axis of a $\bar3m$ crystal is laid along $y$ instead of $x$, the coupling therefore appears as $C_{15}$, and (18) covers this setting too.

In the tetragonal case, substitute $b_1=b_1'\cos2\varphi-b_2'\sin2\varphi$ and $b_2=b_1'\sin2\varphi+b_2'\cos2\varphi$ in (10). The coefficient of $b_1'b_2'$ in $2U_T$ must equal $4C_{16}'$, which gives

$$4C_{16}'=4C_{16}\cos4\varphi-(D-2C_{66})\sin4\varphi.\tag{24}$$

It vanishes for $\tan4\varphi=4C_{16}/(D-2C_{66})$. The block is then diagonal, and its eigenvalues are $D'$ and $2C_{66}'$. If $\cos4\varphi$ is given the sign of $D-2C_{66}$ and $\sin4\varphi$ that of $C_{16}$, the difference

$$D'-2C_{66}'=(D-2C_{66})\cos4\varphi+4C_{16}\sin4\varphi$$

is positive, and $2C_{66}'$ is the lower eigenvalue. An instability caused by $C_{16}$ is thus an ordinary negative shear modulus seen in unsuitable axes.

### The rhombohedral crystal

For the constants given at the start, $s=160$ GPa and $D=80$ GPa. Gigapascals are convenient here; one hartree/bohr$^3$ is about $29421$ GPa. Condition (14) holds, since $160\times100=16000$ exceeds $2\times30^2=1800$ GPa$^2$. The corresponding moduli from (13) are

$$130\pm\sqrt{30^2+1800}=78.04\ \text{and}\ 181.96\ \text{GPa}.$$

Condition (18) requires $r^2<80\times30/2=1200$ GPa$^2$, or $r<34.64$ GPa. Singly, $32^2=1024$ and $24^2=576$ are both allowed. Their sum, $1600$, is not. With $r=40$ GPa the doubly occurring shear moduli are

$$\lambda_\pm=70\pm\sqrt{10^2+80^2}=150.62\ \text{and}\ -10.62\ \text{GPa}.$$

The soft modulus is $-3.61\times10^{-4}$ hartree/bohr$^3$. The relaxed shear modulus (20) is $30-2\times1600/80=-10$ GPa. It differs from $\lambda_-$ because it refers to an imposed $\eta_4$, not to a strain of fixed norm; both change sign at the same $r$.

To find a soft strain, take $b_2=d_2=0$. The eigenvalue equation $Db_1+2rd_1=\lambda_-b_1$ gives

$$\frac{d_1}{b_1}=\frac{\lambda_--D}{2r}=\frac{-10.62-80}{80}=-1.133.$$

For a total norm of $0.01$, $b_1=0.01/\sqrt{1+1.133^2}=0.00662$ and $d_1=-0.00750$. With $\cos\theta=0.8$ and $\sin\theta=0.6$, (16) and (2) yield $\varepsilon_{11}=-\varepsilon_{22}=0.00468$, $\varepsilon_{23}=-0.00424$ and $\varepsilon_{13}=-0.00318$. The crystal distorts its basal plane and tilts its main axis at once. The energy density is $\tfrac12(-10.62\ \text{GPa})(0.01)^2=-531$ kJ/m$^3$ in this quadratic model. Because the modulus occurs twice, this strain is one member of a two-dimensional family with equal energy at equal norm.

The smaller pair $C_{14}=20$, $C_{15}=15$ GPa has $r=25$ GPa and $r^2=625$ GPa$^2$, inside the limit. Its lower shear modulus is $70-\sqrt{10^2+50^2}=19.01$ GPa, and $1/S_{44}=30-2\times625/80=14.4$ GPa. The coupling has slightly more than halved the resistance to the relaxed shear without removing it.

### A tetragonal crystal on both sides of the limit

Keep the same five constants, but let the crystal be tetragonal II with $C_{66}=20$ GPa. Now (15) requires $C_{16}^2<80\times20/2=800$ GPa$^2$, or $|C_{16}|<28.28$ GPa. The in-plane shear moduli are

$$\lambda_\pm=60\pm\sqrt{20^2+4C_{16}^2}\quad\text{(GPa)}.$$

For $C_{16}=25$ GPa they are $6.15$ and $113.85$ GPa, and the crystal is stable. For $C_{16}=30$ GPa they are $-3.25$ and $123.25$ GPa, and it is unstable. The soft modulus is then $-1.10\times10^{-4}$ hartree/bohr$^3$.

In the unstable case, (24) gives $\tan4\varphi=120/40$, hence $\varphi=17.9^\circ$. In the turned axes $C_{16}'=0$ and $C_{66}'=-3.25/2=-1.62$ GPa. The soft strain is the single shear component $\varepsilon_{12}'$ in these axes. In the original axes $C_{66}=20$ GPa gave no sign of it.

### Where the conditions stop

The inequalities decide the sign of a quadratic energy under homogeneous strain. If one inequality becomes an equality while the others hold strictly, the lowest modulus is zero, and terms of higher order must decide. This does not cover $s=0$ with $C_{13}\neq0$, or $D=0$ with $r\neq0$ or $C_{16}\neq0$. There the product condition fails outright, the determinant of the block is $-q^2<0$, and one modulus is negative. A negative modulus identifies an initial direction of descent, but not the structure in which the descent ends.

If the unit cell has internal coordinates, $C_{ij}$ must include their relaxation during strain. That relaxation is meaningful only if the energy has a minimum in the internal coordinates at fixed strain. A lattice may also be unstable against a displacement wave of finite wavelength, which no homogeneous strain represents. The conditions are then necessary for stability of the whole lattice, but not sufficient. Finally, a crystal under load has a linear term in its strain energy, and the work of the load must be counted as well. The inequalities cannot then be applied unchanged to the constants defined by (1).

Numerical values quoted here were computed with a short program.
